# Bulk Susceptibility Shift of a Cylindrical NMR Sample

A liquid in a long NMR tube is weakly magnetised by the spectrometer field, and each nucleus feels the magnetisation of the whole sample as well as the shielding by its own molecule. If the same tube is turned from parallel to perpendicular to the field, the resonance moves by several parts per million, although no molecule has changed. A chemical shift measured against a reference in a separate tube therefore contains a part that depends on the shape and orientation of the sample. How large is it, and what is its sign?

## The quantity and its conventions

The sample is a homogeneous, isotropic liquid filling a long circular cylinder in vacuum. The applied field $\mathbf B_0=\mu_0\mathbf H_0$ is uniform and makes an angle $\theta$ with the cylinder axis. In atomic units, with fields related by

$$\mathbf B=\mu_0(\mathbf H+\mathbf M),\qquad \mu_0=4\pi\alpha^2,\qquad \mathbf M=\chi\mathbf H,$$

$\alpha$ is the fine-structure constant and $\chi$ the dimensionless volume susceptibility, which is negative for a diamagnet. This $\chi$ is the SI one; the Gaussian susceptibility is smaller by a factor $4\pi$.

Let $B_{\rm nuc}$ be the magnitude of the field at the nucleus before shielding by its own molecule. The result to be derived, to first order in $\chi$, is

$$\boxed{\;\frac{B_{\rm nuc}}{B_0}-1=\left(\frac13-D\right)\chi,\qquad D=\frac12\sin^2\theta\;}$$

A positive value means a higher field and a higher resonance frequency. Written as a contribution to the shielding $\sigma$, which lowers the field, the same effect has the opposite sign.

The susceptibility comes from molecular moments. A molecule of isotropic magnetizability $\xi$ in a field $B$ acquires the moment $m=\xi B$. The field acting on it differs from $B_0$ by a fraction of order $\chi$, so with $n$ molecules per volume $M=nm=n\xi B_0$ to first order. Since $H_0=B_0/\mu_0$,

$$\chi=\mu_0 n\xi\qquad\text{(first order)}.$$

One simplification serves both derivations. If the sample adds a small field $\mathbf b$ to $\mathbf B_0$, with components $b_\parallel$ along $\mathbf B_0$ and $b_\perp$ across it, then

$$|\mathbf B_0+\mathbf b|=\sqrt{(B_0+b_\parallel)^2+b_\perp^2}=B_0+b_\parallel+\frac{b_\perp^2}{2B_0}+\dots$$

Because $\mathbf b$ is of order $\chi B_0$, the transverse component enters only at second order. To first order we need $b_\parallel$ alone.

## First derivation: Lorentz sphere and demagnetising factor

### The field of a magnetised body

With no free currents, $\nabla\times\mathbf H=0$, and $\nabla\cdot\mathbf B=0$ gives $\nabla\cdot\mathbf H=-\nabla\cdot\mathbf M$. For uniform $\mathbf M$ the right-hand side vanishes inside the body. The sources of the sample's own field $\mathbf H_d$ are then poles on its surface, of density $\mathbf M\cdot\hat{\mathbf n}$, where $\hat{\mathbf n}$ is the outward normal. Across the surface,

$$H_{d,n}^{\rm out}-H_{d,n}^{\rm in}=\mathbf M\cdot\hat{\mathbf n}.$$

For magnetisation along a principal axis we write $\mathbf H_d=-D\mathbf M$, which defines the demagnetising factor $D$.

**Sphere.** Let the radius be $a$ and let $\vartheta$ be the angle from $\mathbf M$. With $\mathbf H_d=-\nabla\varphi$, a potential that satisfies Laplace's equation on both sides, is continuous at $r=a$ and vanishes far away is

$$\varphi_{\rm in}=A\,r\cos\vartheta,\qquad \varphi_{\rm out}=A\,\frac{a^3}{r^2}\cos\vartheta.$$

The radial fields at the surface are $-A\cos\vartheta$ inside and $2A\cos\vartheta$ outside. Their difference must be $M\cos\vartheta$, so $3A=M$. The inner field is $\mathbf H_d=-\mathbf M/3$, uniform and independent of $a$:

$$D_{\rm sphere}=\frac13,\qquad \mathbf B_{\rm sphere}=\mu_0\left(-\frac{\mathbf M}{3}+\mathbf M\right)=\frac23\mu_0\mathbf M.$$

**Cylinder magnetised across its axis.** Let the radius be $R$, let $r$ now be the distance from the axis and $\phi$ the azimuth from $\mathbf M$. The corresponding potentials are

$$\varphi_{\rm in}=A\,r\cos\phi,\qquad \varphi_{\rm out}=A\,\frac{R^2}{r}\cos\phi.$$

The radial fields at the wall are $-A\cos\phi$ and $+A\cos\phi$, so $2A=M$ and $D_t=1/2$ throughout the interior.

**Cylinder magnetised along its axis.** The side wall carries no poles. The two end discs carry densities $\pm M$ at distance $h$ from the centre, $h$ being half the length. A ring of radius $s$ on one disc contributes the axial component $h/\sqrt{h^2+s^2}$ of its field, so one disc gives at the centre

$$\frac{M}{4\pi}\int_0^R\frac{h\,2\pi s\,ds}{(h^2+s^2)^{3/2}}=\frac M2\left(1-\frac{h}{\sqrt{h^2+R^2}}\right).$$

The field of the positive disc points away from it and that of the negative disc towards it. Both oppose $\mathbf M$, hence

$$D_a=1-\frac{h}{\sqrt{h^2+R^2}}\simeq\frac{R^2}{2h^2}\to0\qquad(h\gg R).$$

For a length ten times the diameter, $D_a=0.0050$ at the centre. Near an end, the neighbouring disc is close and this limit does not apply.

### The field at the nucleus

The macroscopic field $\mathbf B=\mu_0(\mathbf H+\mathbf M)$ is a spatial average that includes the interiors of molecules. A nucleus instead sits at a particular place among discrete neighbours. Lorentz's construction draws a sphere around it, large compared with molecular distances and small compared with the tube. The continuum inside the sphere is removed with the magnetisation held fixed, which subtracts $\frac23\mu_0\mathbf M$, and the actual molecules are put back, which adds a field $\mathbf B_{\rm near}$. The nucleus's own molecule is left out of $\mathbf B_{\rm near}$, since its effect is the intrinsic shielding.

Along a principal axis the macroscopic field inside the sample is $H=H_0-DM$, so

$$\begin{aligned}
B_{\rm nuc}&=\mu_0(H_0-DM+M)-\frac23\mu_0M+B_{\rm near}\\
&=B_0+\mu_0\left(\frac13-D\right)M+B_{\rm near}.
\end{aligned}$$

The $\frac13$ is what remains of $M$ after the sphere's $\frac23M$ has been taken away.

### When the near field vanishes

A neighbour at distance $r$, with moment $m$ along $\mathbf B_0$ and direction at angle $\gamma$ to $\mathbf B_0$, gives the parallel field

$$b_\parallel=\frac{\mu_0m}{4\pi}\,\frac{3\cos^2\gamma-1}{r^3}.$$

In an isotropic liquid, tumbling makes all directions equally likely, and

$$\frac12\int_{-1}^{1}(3x^2-1)\,dx=\frac12\bigl[x^3-x\bigr]_{-1}^{1}=0.$$

Thus $B_{\rm near}=0$ to first order in $\chi$ for point dipoles of isotropic magnetizability, all of which then carry the same moment. A spherical cluster of a cubic lattice also gives zero at a lattice site: the sums of $x^2/r^5$, $y^2/r^5$ and $z^2/r^5$ are equal, so three times any one of them equals the sum of $1/r^3$. This covers a field along a cube axis. The mixed sums such as $xy/r^5$ vanish by mirror symmetry, so the result holds for any field direction when the cluster is centred on the site.

The average need not vanish if the neighbours' moments depend on direction and are correlated with position. An aromatic solvent molecule that prefers to turn its face to the solute is an example: its ring current is strongest for a field normal to the ring. The remainder is then a real intermolecular shielding. It arises close to the nucleus, does not depend on the shape of the tube, and belongs in $\sigma$.

### Any angle to the field

To first order $M=\chi H_0$ in every direction, so $\mathbf M$ is parallel to $\mathbf B_0$. Its components are $M\cos\theta$ along the cylinder axis and $M\sin\theta$ across it. Each produces its own demagnetising field; projecting these back on $\mathbf B_0$ gives a second factor $\cos\theta$ or $\sin\theta$:

$$D=D_a\cos^2\theta+D_t\sin^2\theta\;\to\;\frac12\sin^2\theta.$$

With $\mu_0M=\chi B_0$ and $B_{\rm near}=0$ the boxed result follows. Inserting $\sin^2\theta=1-\cos^2\theta$,

$$\left(\frac13-\frac12+\frac12\cos^2\theta\right)\chi=\frac{3\cos^2\theta-1}{6}\,\chi.$$

The three standard orientations are:

- Parallel, $\theta=0$: $D=0$, shift $+\chi/3$.
- Perpendicular, $\theta=90^\circ$: $D=\frac12$, shift $-\chi/6$.
- Magic angle, $\cos^2\theta=\frac13$ or $\theta=54.74^\circ$: $D=\frac13$, shift zero.

For a diamagnet the parallel tube therefore has the lower frequency.

## Second derivation: adding up the molecular dipoles

The same shift can be found without $\mathbf H$, surface poles or a cavity. Place the nucleus on the axis of an infinitely long cylinder and add the fields of all other molecules. To first order each has the moment $m=\xi B_0$ along $\mathbf B_0$. Their mean density at distance $r$ from the nucleus is $n\,g(r)$, where the pair distribution $g$ is zero at very short distance and tends to 1 within a few molecular diameters. Then

$$b_\parallel=\frac{\mu_0M}{4\pi}\int_{\rm cylinder}g(r)\,\frac{3\cos^2\gamma-1}{r^3}\,dV,\qquad M=nm.$$

**Average around the axis.** Use spherical coordinates about the cylinder axis, with polar angle $\beta$ and azimuth $\phi$. Let $u=\cos\beta$ and $c=\cos\theta$. The angle to the field obeys

$$\cos\gamma=uc+\sqrt{1-u^2}\sqrt{1-c^2}\,\cos\phi.$$

Neither the sample boundary nor $g$ depends on $\phi$, so the integrand may be averaged over it. The cross term in $\cos^2\gamma$ averages to zero, and $\cos^2\phi$ to $\frac12$:

$$\begin{aligned}
\langle3\cos^2\gamma-1\rangle_\phi
&=3u^2c^2+\frac32(1-u^2)(1-c^2)-1\\
&=\frac12\left(9u^2c^2-3u^2-3c^2+1\right)\\
&=\frac12(3u^2-1)(3c^2-1).
\end{aligned}$$

The dependence on the field direction has separated from the geometry of the sample.

**Radial integral.** In the direction $\beta$ the wall is reached at $r=R/\sin\beta$. The volume element $r^2\,dr\,du\,d\phi$ turns $1/r^3$ into $1/r$. Splitting the path at $r=R$, beyond which $g=1$,

$$\int_0^{R/\sin\beta}\frac{g(r)}{r}\,dr=\underbrace{\int_0^R\frac{g(r)}{r}\,dr}_{C}+\int_R^{R/\sin\beta}\frac{dr}{r}=C-\frac12\ln(1-u^2).$$

The constant $C$ contains all the liquid structure and is the same in every direction.

**Angular integral.** The azimuthal integration gives $2\pi$, so the prefactors combine to $\frac{1}{4\pi}\cdot2\pi\cdot\frac12=\frac14$:

$$b_\parallel=\frac{\mu_0M}{4}(3c^2-1)\int_{-1}^{1}(3u^2-1)\left[C-\frac12\ln(1-u^2)\right]du.$$

The term in $C$ vanishes, as in the near-field average. For the logarithm, integrate by parts with $u^3-u=-u(1-u^2)$ as the antiderivative of $3u^2-1$. The boundary terms vanish because $(1-u^2)\ln(1-u^2)\to0$ at $u=\pm1$, and

$$\int_{-1}^{1}(3u^2-1)\ln(1-u^2)\,du=-\int_{-1}^{1}\bigl[-u(1-u^2)\bigr]\frac{-2u}{1-u^2}\,du=-\int_{-1}^{1}2u^2\,du=-\frac43.$$

Multiplication by $-\frac12$ gives $\frac23$, so

$$b_\parallel=\frac{\mu_0M}{4}(3c^2-1)\,\frac23=\frac{3\cos^2\theta-1}{6}\,\chi B_0,$$

in agreement with the first derivation.

This road shows where the shift comes from. Complete spherical shells around the nucleus cancel. What is left is the material beyond $r=R$, which lies towards the two ends of the tube. If the field is parallel to the tube, these molecules lie ahead of and behind the nucleus, where a dipole's field is along its moment. If the field is perpendicular, they lie to the side, where the dipole field is opposite to the moment and half as strong. This picture is exact only for molecules on the axis. Rings off the axis carry the weight $3u^2-1$, which is negative where $u^2<\frac13$. The azimuthal average, however, gives every ring the same factor $3\cos^2\theta-1$, equal to $2$ for the parallel and $-1$ for the perpendicular field, so the reversed sign and the factor 2 hold for the whole sum. In a spherical sample with the nucleus at its centre every shell is complete and the shift is zero, as $D=\frac13$ requires.

## What each derivation assumes

Both assume a uniform sample and a response linear in the field, and both need neighbours whose near field averages to zero to reach the boxed result. They use these assumptions differently.

The first separates the scales by a sphere and treats everything outside as a continuum. It holds at any point across a long tube that lies farther from the wall than the radius of the Lorentz sphere, since the transverse demagnetising field is uniform; within a few molecular diameters of the wall the near shells are incomplete and the result changes. It also keeps $B_{\rm near}$ as a separate term, so a liquid or solid with anisotropic surroundings can be handled by adding the component of that term along $\mathbf B_0$, provided the magnetisation stays parallel to the field. Its cost is the careful bookkeeping of the field $\frac23\mu_0M$ inside the removed sphere.

The second needs no cavity, because the isotropy of $g(r)$ does the work. As written it applies on the axis, and it ignores the change of liquid structure at the wall. A wall layer of thickness $t$ has, near the nucleus, a volume of order $R^2t$ and acts from distance $R$, so its effect relative to the shift is at most of order $t/R$ (a layer that differs only in density gives nothing, since the shift does not depend on $R$), negligible for molecular layers in an ordinary tube.

The two also differ beyond first order. The second gives every molecule the moment $\xi B_0$, whereas the first can be made self-consistent. From $H=H_0-DM$ and $M=\chi H$, along a principal axis,

$$H=\frac{H_0}{1+D\chi},\qquad M=\frac{\chi H_0}{1+D\chi}.$$

At the magic angle, still with $B_{\rm near}=0$, the field components divided by their applied values are

$$1+\frac\chi3\ \text{(axial)},\qquad 1-\frac{\chi/6}{1+\chi/2}=1-\frac\chi6+\frac{\chi^2}{12}+\dots\ \text{(transverse)}.$$

Their squares have weights $\cos^2\theta=\frac13$ and $\sin^2\theta=\frac23$:

$$\frac{B_{\rm nuc}^2}{B_0^2}=\frac13\left(1+\frac{2\chi}{3}+\frac{\chi^2}{9}\right)+\frac23\left(1-\frac\chi3+\frac{7\chi^2}{36}\right)+\dots=1+\frac{\chi^2}{6}+\dots$$

The linear terms cancel, and the square root leaves a relative shift $\chi^2/12$. This is the continuum part only. At second order the neighbours polarise one another. Because the dipole coupling is symmetric, the mean near field along $\mathbf B_0$, in units of $B_0$, then equals the mean square of the first-order near field. That is zero on a cubic lattice but positive in a liquid, a few hundredths of $\chi^2$ for dense hard spheres. At this order it does not depend on the shape or orientation of the tube and belongs in $\sigma$. A small misalignment $\eta$, in radians, matters more in practice. The derivative of $(3\cos^2\theta-1)/6$ is $-\sin\theta\cos\theta$, so it gives $-(\sqrt2/3)\,\eta\chi$, which is linear in $\chi$.

A direct sum over point dipoles on a cubic lattice uses neither derivation's integrals. The lattice is cut into cylinders of half-length 100.5 lattice spacings, and the sum is averaged over radii from 12 to 20 spacings to smooth the stepped wall. In units of $\mu_0M$ it gives $0.3207$ parallel, $0.0000$ at the magic angle and $-0.1603$ perpendicular. The formula with the finite-length $D_a$ averaged over the same radii, and $D_t=(1-D_a)/2$, gives the same values to the digits shown; the long-cylinder limits are $0.3333$, $0$ and $-0.1667$. That $D_t$ follows because the three factors sum to 1 at any interior point: $\mathbf H_d$ is linear in $\mathbf M$ with coefficients $\partial_i\partial_j\Phi$, where $\Phi=\int dV'/(4\pi|\mathbf r-\mathbf r'|)$ and $\nabla^2\Phi=-1$.

Stretching the lattice along the field to $c/a=1.2$ produces a near field of $-0.1789$. The parallel cylinder then gives $0.1417$ in total, and subtracting the near field restores $0.3206$. The shape term has survived although the near field no longer vanishes.

## A numerical example

Take a model liquid with $n=0.03$ Å$^{-3}$ and $\xi=-1.5\times10^{-9}$ eV/T$^2$, which is $-3.0456$ atomic units. With $a_0$ the Bohr radius,

$$\chi=\mu_0n\xi=(6.6918\times10^{-4})\,\bigl[0.03\,(a_0/\text{Å})^3\bigr]\,(-3.0456)=-9.060\ \text{ppm}.$$

The shifts are

$$\frac{\chi}{3}=-3.020\ \text{ppm (parallel)},\qquad -\frac{\chi}{6}=+1.510\ \text{ppm (perpendicular)}.$$

In a field of 10 T the proton Zeeman splitting is $1.7609\times10^{-6}$ eV, so it changes by $-5.318\times10^{-12}$ eV and $+2.659\times10^{-12}$ eV respectively. At the magic angle the first-order shift is zero and the continuum remainder $\chi^2/12$ is $6.8\times10^{-6}$ ppm. This fixes only the order of magnitude for a real sample: the second-order near field is a sizeable fraction of it, and a glass wall, which gives nothing at first order, contributes a second-order term of similar size.

Now let a reference liquid with $\chi_{\rm ref}=-6.040$ ppm fill a separate tube of the same shape and orientation. Each frequency is proportional to $(1-\sigma)\,[1+(\frac13-D)\chi]$. Dividing sample by reference and keeping first-order terms,

$$\delta_{\rm obs}=\sigma_{\rm ref}-\sigma+\left(\frac13-D\right)(\chi-\chi_{\rm ref}).$$

For $\sigma=28$ ppm and $\sigma_{\rm ref}=30$ ppm the intrinsic shift is 2 ppm, and $\chi-\chi_{\rm ref}=-3.020$ ppm. Hence

$$\delta_\parallel=2-\frac{3.020}{3}=0.993\ \text{ppm},\qquad \delta_\perp=2+\frac{3.020}{6}=2.503\ \text{ppm}.$$

The parallel tubes would suggest a chemical shift of half its true size. Since $\frac13+2\left(-\frac16\right)=0$, two orientations remove the bulk term without knowledge of either susceptibility:

$$\delta_{\rm true}=\frac{\delta_\parallel+2\delta_\perp}{3}=2.000\ \text{ppm}.$$

The program's unexpanded frequency ratio gives $2.0001$ ppm. The excess comes from dividing by $1-\sigma_{\rm ref}$, which raises the 2 ppm by a fraction of $30\times10^{-6}$, or $0.00006$ ppm. If the reference is instead dissolved in the sample, both nuclei feel the same bulk field and the term cancels from their ratio.

## Table of computed values

```
Demagnetising factors from surface poles (dimensionless)
  sphere 0.333333, transverse cylinder 0.500000
  axial, length/diameter 10: 0.004963
Dipole sums on a cubic lattice, field/(mu0 M)
  half-length 100.5, radii 12.0 to 20.0 lattice spacings
  parallel: sum 0.3207, finite formula 0.3207, long limit 0.3333
  30 degrees: sum 0.2004, finite formula 0.2004, long limit 0.2083
  magic angle: sum -0.0000, finite formula 0.0000, long limit 0.0000
  perpendicular: sum -0.1603, finite formula -0.1603, long limit -0.1667
Near field in the Lorentz sphere, field/(mu0 M)
  cubic 0.0000, c/a = 1.2 -0.1789
  c/a = 1.2, parallel cylinder: total 0.1417, minus near field 0.3206
Model sample
  density 0.03 1/angstrom^3, magnetizability -1.50e-09 eV/T^2
  magnetizability -3.0456 atomic units
  mu0 = 6.691763e-04 atomic units
  chi = -9.0601 ppm
  B0 = 10.0 T, proton splitting 1.76086e-06 eV
  magic angle = 54.7356 degrees
  parallel: D 0.0000, shift -3.0200 ppm, splitting change -5.3179e-12 eV
  perpendicular: D 0.5000, shift 1.5100 ppm, splitting change 2.6589e-12 eV
  magic angle: D 0.3333, first-order shift 0.0000 ppm, remainder 6.8e-06 ppm
  parallel minus perpendicular -4.5300 ppm
External reference in the same geometry
  density 0.01 1/angstrom^3, magnetizability -3.00e-09 eV/T^2
  reference chi = -6.0401 ppm
  shieldings: sample 28.0 ppm, reference 30.0 ppm
  apparent shift, parallel: 0.9934 ppm
  apparent shift, perpendicular: 2.5034 ppm
  apparent shift, magic angle: 2.0001 ppm
  recovered from two orientations: 2.0001 ppm
Magic-angle second-order coefficient of chi^2: 1/12
```
